# Growth enhancement by gas diffusion above a periodic stripe mask: a program that tests the result

```python
"""Growth enhancement above a periodic stripe mask fed by gas diffusion.

Result under test:
    E(x) = q(x) (H + L)/(H + ell),  window mean E = (H + L)/(f (H + ell)),
    L/f + c0 P <= ell <= L/f + c1 P,
    (edge rate - centre rate)/mean rate -> (P/L) Cl2(pi(1-f))/pi^2 for large L.
Symbols: P period, f open fraction, H gas layer thickness, D diffusivity,
k surface reaction velocity, L = D/k, q local flux over period-mean flux,
ell extra diffusion length of the patterned surface, Cl2 Clausen function.
Lengths are in units of P until the worked example.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.linalg import eigh, solve
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

nodes, weights = np.polynomial.legendre.leggauss(1200)
PHI = (nodes + 1) * np.pi / 4
WEIGHT = weights * np.pi / 4
MODES = np.arange(401)
COSINES = np.cos(2 * np.outer(MODES, PHI))
NBASIS = 30


def window_matrices(f):
    """Overlap and diffusion matrices for flux expanded in cos(2 j phi)."""
    s = np.sin(np.pi * f / 2)
    jacobian = s * np.sin(PHI) / np.sqrt(1 - (s * np.cos(PHI))**2)
    overlap = (2 / np.pi) * (COSINES * (WEIGHT * jacobian)) @ COSINES[:NBASIS].T
    diffusion = np.log(1 / s) * np.outer(overlap[0], overlap[0])
    diffusion += overlap[1:].T @ (overlap[1:] / MODES[1:, None])
    return s, overlap, diffusion / np.pi


def window_solution(f, L):
    """Return ell and the function q(x) for 0 <= x <= f/2."""
    s, overlap, diffusion = window_matrices(f)
    source = overlap[0]
    coef = solve(L * overlap[:NBASIS] + diffusion, source)
    ell = 1 / (source @ coef)
    flux_modes = 2 * overlap @ (coef * ell)

    def q(x):
        x = np.atleast_1d(x)
        phi = np.arccos(np.clip(np.sin(np.pi * x) / s, -1, 1))
        series = np.cos(2 * np.outer(phi, MODES[1:])) @ (
            flux_modes[1:] / (2 * MODES[1:]))
        return (ell - (np.log(1 / s) + series) / np.pi) / L
    return ell, q


def contrast(f, L):
    ell, q = window_solution(f, L)
    return f * (q(f / 2)[0] - q(0.0)[0])


def contrast_large_L(f, L):
    return float(mp.clsin(2, mp.pi * (1 - f))) / (np.pi**2 * L)


def c_lower(f):
    return np.log(1 / np.sin(np.pi * f / 2)) / np.pi


def c_upper(f):
    m = np.arange(1, 20001)
    return np.sum(np.sin(np.pi * m * f)**2 / m**3) / (np.pi**3 * f**2)


def finite_volume(f, L, H, nx=96, n_eq=0.0):
    """Solve the gas problem on half a period, with D = 1 and n = 1 on top."""
    h = 0.5 / nx
    nz = round(H / h)
    n_open = round(f * nx)

    def chain(n):
        main = np.full(n, 2.0)
        main[[0, -1]] = 1.0
        return diags([-np.ones(n - 1), main, -np.ones(n - 1)], [-1, 0, 1])
    extra = np.zeros(nx * nz)
    rhs = np.zeros(nx * nz)
    extra[-nx:] = 2.0
    rhs[-nx:] = 2.0
    surface = h / (h / 2 + L)
    extra[:n_open] += surface
    rhs[:n_open] += surface * n_eq
    matrix = kron(identity(nz), chain(nx)) + kron(chain(nz), identity(nx))
    density = spsolve((matrix + diags(extra)).tocsc(), rhs)
    rates = (density[:n_open] - n_eq) / (h / 2 + L)
    return (np.arange(n_open) + 0.5) * h, rates, rates.sum() / nx


# Gas problem solved directly, against the enhancement law and profile.
print("Direct gas solution against enhancement law (P=1)")
shapes = {}
for f, L, H, n_eq in [(0.5, 0.4, 1, 0), (0.5, 0.4, 2, 0), (0.25, 0.2, 1, 0),
                      (0.5, 20.0, 1, 0), (0.5, 0.4, 1, 0.3)]:
    x, rates, J = finite_volume(f, L, H, n_eq=n_eq)
    planar = finite_volume(1.0, L, H, n_eq=n_eq)[1].mean()
    ell, q = window_solution(f, L)
    E_direct = rates.mean() / planar
    E_law = (H + L) / (f * (H + ell))
    assert abs(E_direct / E_law - 1) < 3e-3
    # Finite cells next to the flux jump limit the profile accuracy.
    assert np.max(np.abs(rates / J / q(x) - 1)) < 0.02
    ell_direct = (1 - n_eq) / J - H
    assert abs((ell_direct - ell) / (ell - L / f)) < 0.01
    if L < 1:
        assert c_lower(f) < ell_direct - L / f < c_upper(f)
    shapes[(f, L, H, n_eq)] = rates / J
    print(f" f={f:.2f} L={L:.1f} H={H} n_eq={n_eq:.1f}:"
          f" E={E_direct:.4f}, law {E_law:.4f}")
assert np.allclose(shapes[(0.5, 0.4, 1, 0)], shapes[(0.5, 0.4, 2, 0)], rtol=1e-4)

# Instant reaction: the grid error is linear in cell size, so extrapolate.
f = 0.5
coarse = 1 / finite_volume(f, 0.0, 1, nx=48)[2] - 1
x, rates, J = finite_volume(f, 0.0, 1, nx=96)
ell_zero = 2 * (1 / J - 1) - coarse
assert abs(ell_zero / c_lower(f) - 1) < 0.01
inner = x < 0.6 * f / 2
q_zero = np.cos(np.pi * x) / np.sqrt(np.sin(np.pi * f / 2)**2 - np.sin(np.pi * x)**2)
assert np.max(np.abs(rates[inner] / J / q_zero[inner] - 1)) < 0.02
print(f"L=0, f=0.5: ell/P direct {ell_zero:.4f}, formula {c_lower(f):.4f}")

# Bounds, uniform-flux limit, and norm of the diffusion operator.
for f in [0.1, 0.3, 0.5, 0.8]:
    for L in [0.1, 0.5, 2.0, 10.0]:
        excess = window_solution(f, L)[0] - L / f
        assert c_lower(f) < excess < c_upper(f)
    excess = window_solution(f, 100.0)[0] - 100.0 / f
    assert abs(excess / c_upper(f) - 1) < 3e-3
    s, overlap, diffusion = window_matrices(f)
    largest = eigh(diffusion[:20, :20], overlap[:20, :20], eigvals_only=True)[-1]
    assert 0 < largest < 1 / (2 * np.pi)
gap_limit = (1.5 - np.log(4)) / np.pi
gaps = np.array([c_upper(f) - c_lower(f) for f in np.linspace(0.01, 0.99, 99)])
assert gaps.max() < gap_limit and abs(gaps[0] / gap_limit - 1) < 0.01
print(f"Bounds gap/P: scan maximum {gaps.max():.4f}, narrow limit {gap_limit:.4f}")

# Large-L contrast, order of its error, narrow windows, and the maximum.
for f in [0.2, 0.5, 2 / 3, 0.9]:
    assert abs(contrast(f, 50.0) / contrast_large_L(f, 50.0) - 1) < 0.01
error_25 = contrast(0.5, 25.0) / contrast_large_L(0.5, 25.0) - 1
error_50 = contrast(0.5, 50.0) / contrast_large_L(0.5, 50.0) - 1
assert 1.85 < error_25 / error_50 < 2.15
narrow = contrast(0.02, 1.0)
narrow_law = 0.02 * np.log(2) / np.pi
assert abs(narrow / narrow_law - 1) < 0.02
assert contrast(2 / 3, 50.0) > max(contrast(0.60, 50.0), contrast(0.73, 50.0))
print(f"Narrow f=0.02, L=P: contrast {narrow:.6f}, law {narrow_law:.6f}")
print(f"Largest coefficient of P/L, at f=2/3: {contrast_large_L(2/3, 1.0):.4f}")
print("Edge-centre contrast at f=0.5: L/P, full, large-L law")
for L in [0.1, 0.3, 1.0, 3.0, 10.0]:
    print(f" {L:5.1f}  {contrast(0.5, L):.4f}  {contrast_large_L(0.5, L):.4f}")

# Worked example: CdTe from dimethylcadmium; rough typical inputs.
T = 650.0                    # K, surface
T_top = 350.0                # K, top of gas layer
period, window, layer = 400e-6, 200e-6, 5e-3       # m
D_atm = 1.5e-4               # m^2/s at 760 Torr
k = 0.80                     # m/s
fraction = 1.0e-4            # precursor mole fraction
molar_mass = 0.1425          # kg/mol, dimethylcadmium
lattice = 0.648e-9           # m, cubic cell with four formula units
migration = 1e-6             # m, assumed surface migration length
speed_atm = 0.10             # m/s at layer top, 760 Torr
growth_time = 600.0          # s
f = window / period
H = layer / period
speed_thermal = np.sqrt(8 * const.R * T / (np.pi * molar_mass))
print(f"CdTe example: T={T:.0f} K, top {T_top:.0f} K, k={100*k:.0f} cm/s")
print(f" period {period*1e6:.0f} um, window {window*1e6:.0f} um,"
      f" layer {layer*1e3:.1f} mm")
print(f" mole fraction {fraction:.1e}, lattice {lattice*1e9:.3f} nm")
print(f" thermal speed {speed_thermal:.0f} m/s,"
      f" reaction probability {4*k/speed_thermal:.4f}")
print(f" bounds c0={c_lower(f):.4f}, c1={c_upper(f):.4f}")
for torr in [760.0, 76.0]:
    D = D_atm * 760 / torr
    L = D / k / period
    ell, q = window_solution(f, L)
    scale = (H + L) / (H + ell)
    mean_E = scale / f
    density = fraction * torr * const.torr / (const.k * T)
    planar_rate = D * density / (layer + L * period) * lattice**3 / 4
    print(f"Pressure {torr:.0f} Torr: D={D*1e4:.2f} cm2/s,"
          f" L={L*period*1e6:.1f} um, L/P={L:.3f}")
    print(f" ell={ell*period*1e6:.1f} um, bounds"
          f" {(L/f+c_lower(f))*period*1e6:.1f} to"
          f" {(L/f+c_upper(f))*period*1e6:.1f} um")
    print(f" E mean {mean_E:.3f}, centre {scale*q(0.0)[0]:.3f},"
          f" edge {scale*q(f/2)[0]:.3f}")
    print(f" E at 5 um inside edge {scale*q(f/2 - 5e-6/period)[0]:.3f}")
    print(f" contrast {100*contrast(f, L):.2f} %,"
          f" large-L law {100*contrast_large_L(f, L):.2f} %")
    print(f" growth: planar {planar_rate*3.6e9:.2f} um/h,"
          f" window mean {mean_E*planar_rate*3.6e9:.2f} um/h")
    free_path = 3 * D / speed_thermal
    peclet = speed_atm * 760 / torr * period**2 / (layer * D)
    relief = mean_E * planar_rate * growth_time
    print(f" free path {free_path*1e6:.2f} um,"
          f" over window {100*free_path/window:.2f} %")
    print(f" convection/diffusion {peclet:.1e};"
          f" relief in {growth_time:.0f} s {relief*1e6:.2f} um")
    height = (np.arange(2000) + 0.5) / 2000
    temperature_ratio = (T + (T_top - T) * height) / T
    hot = []
    for thermal_factor in [0.0, 1.0]:
        H_eff = H * np.mean(temperature_ratio**(thermal_factor - 0.75))
        hot.append((H_eff + L) / (f * (H_eff + ell)))
    print(f" E mean with T gradient: {hot[0]:.3f};"
          f" thermal factor 1: {hot[1]:.3f}")
drop = (T - T_top) * period / (2 * np.pi * layer)
print(f"T drop over P/(2 pi): {drop:.2f} K, D change {175*drop/T:.2f} %")
print(f"Migration {migration*1e6:.1f} um: extra supply up to"
      f" {200*migration/window:.2f} %")
print("done: every assertion held")
```

Output:

```
Direct gas solution against enhancement law (P=1)
 f=0.50 L=0.4 H=1 n_eq=0.0: E=1.4484, law 1.4485
 f=0.50 L=0.4 H=2 n_eq=0.0: E=1.6364, law 1.6365
 f=0.25 L=0.2 H=1 n_eq=0.0: E=2.2470, law 2.2475
 f=0.50 L=20.0 H=1 n_eq=0.0: E=1.0210, law 1.0210
 f=0.50 L=0.4 H=1 n_eq=0.3: E=1.4484, law 1.4485
L=0, f=0.5: ell/P direct 0.1103, formula 0.1103
Bounds gap/P: scan maximum 0.0362, narrow limit 0.0362
Narrow f=0.02, L=P: contrast 0.004403, law 0.004413
Largest coefficient of P/L, at f=2/3: 0.1028
Edge-centre contrast at f=0.5: L/P, full, large-L law
   0.1  0.6681  0.9281
   0.3  0.2703  0.3094
   1.0  0.0888  0.0928
   3.0  0.0305  0.0309
  10.0  0.0092  0.0093
CdTe example: T=650 K, top 350 K, k=80 cm/s
 period 400 um, window 200 um, layer 5.0 mm
 mole fraction 1.0e-04, lattice 0.648 nm
 thermal speed 311 m/s, reaction probability 0.0103
 bounds c0=0.1103, c1=0.1357
Pressure 760 Torr: D=1.50 cm2/s, L=187.5 um, L/P=0.469
 ell=428.4 um, bounds 419.1 to 429.3 um
 E mean 1.911, centre 1.825, edge 2.170
 E at 5 um inside edge 2.099
 contrast 18.09 %, large-L law 19.80 %
 growth: planar 8.00 um/h, window mean 15.28 um/h
 free path 1.45 um, over window 0.72 %
 convection/diffusion 2.1e-02; relief in 600 s 2.55 um
 E mean with T gradient: 1.927; thermal factor 1: 1.905
Pressure 76 Torr: D=15.00 cm2/s, L=1875.0 um, L/P=4.687
 ell=3804.2 um, bounds 3794.1 to 3804.3 um
 E mean 1.562, centre 1.554, edge 1.584
 E at 5 um inside edge 1.579
 contrast 1.96 %, large-L law 1.98 %
 growth: planar 6.03 um/h, window mean 9.42 um/h
 free path 14.48 um, over window 7.24 %
 convection/diffusion 2.1e-02; relief in 600 s 1.57 um
 E mean with T gradient: 1.615; thermal factor 1: 1.545
T drop over P/(2 pi): 3.82 K, D change 1.03 %
Migration 1.0 um: extra supply up to 1.00 %
done: every assertion held
```
